# Why Optical Phonons Store Heat in a Nanoscale Hot Spot

Suppose 30 µW is dissipated in a sphere of radius 20 nm inside a semiconductor of thermal conductivity 100 W/(m K). Fourier's law gives a temperature rise of 1.8 K at the centre, which suggests that nothing there is hot. Yet hot electrons in a polar or covalent semiconductor give much of their energy to optical phonons, which carry little heat, and Fourier's law with a single temperature says nothing about how full those modes become. In the model below, with the same power and radius, the pumped modes reach the occupation of a body 116 K above its surroundings.

One explanation is that electrons pump optical phonons quickly while the phonons move slowly and decay slowly. This names three rates without saying which of them sets the stored energy. Without that knowledge one may try to cure the bottleneck by changing a rate that hardly matters.

## The model

Electrons deliver a net power density $Q$ to optical phonons, uniformly inside a sphere of radius $a$ and equally in all directions. "Net" means emission minus reabsorption. Every phonon has energy $\hbar\omega$ and group speed $v$, and flies straight until it decays into acoustic phonons, with mean lifetime $\tau$. The surrounding crystal is unbounded.

A constant $\tau$ needs a justification, because the occupation $N$ may be far from equilibrium. Let an optical phonon split into two phonons with thermal occupations $n_1$ and $n_2$. Decay has the weight $N(1+n_1)(1+n_2)$ and the reverse process $(N+1)n_1n_2$. Their difference is

$$N(1+n_1+n_2+n_1n_2)-Nn_1n_2-n_1n_2=(1+n_1+n_2)(N-N_0),$$

$$N_0=\frac{n_1n_2}{1+n_1+n_2}.$$

The net rate is linear in the excess $N-N_0$, however large the excess is. Moreover,

$$1+\frac1{N_0}=\frac{(1+n_1)(1+n_2)}{n_1n_2}=e^{(\epsilon_1+\epsilon_2)/k_BT},$$

since $1+1/n_i=e^{\epsilon_i/k_BT}$. As $\epsilon_1+\epsilon_2=\hbar\omega$, $N_0$ is the Bose occupation of the optical mode. One lifetime therefore serves, with $1/\tau\propto 1+n_1+n_2$, as long as the decay products stay thermal. The example also takes them to be near 300 K, which requires the energy they receive to spread quickly over many acoustic modes. If it lingers in a few, $N_0$ rises above the value used here.

## Two exits, and the first one counts

Let a uniform excess energy density $E_0$ be created in the sphere at time zero. Phonons passing the centre at time $t$ started at distance $vt$. If $vt<a$, that starting point lies inside the sphere for every direction of arrival, so the centre sees the full initial density, reduced only by decay. If $vt>a$, it lies outside for every direction, and nothing arrives:

$$u(0,t)=\begin{cases}E_0e^{-t/\tau}, & t<a/v,\\ 0, & t>a/v.\end{cases}$$

Steady heating is a succession of such pulses, each contributing $Q\,dt$. Adding them gives the excess energy density at the centre:

$$u=Q\int_0^{a/v}e^{-t/\tau}dt=Q\tau_s,\qquad \tau_s=\tau\left(1-e^{-y}\right),\qquad y=\frac{a}{v\tau}.$$

The storage time $\tau_s$ is the mean of whichever is shorter, the random time to decay or the fixed flight time $a/v$. Since $1-e^{-y}$ is smaller than both 1 and $y$, $\tau_s$ is smaller than both $\tau$ and $a/v$. Energy piles up only when both exits are slow.

For $y\ll1$, $\tau_s\approx a/v$: phonons leave before they decay, and the group speed sets the storage. For $y\gg1$, $\tau_s\approx\tau$: they decay where they are, and the group speed drops out. To see the change between these limits, take the logarithm, $\ln\tau_s=\ln\tau+\ln(1-e^{-y})$. At fixed $a$, a relative change in $v$ or in $\tau$ changes $y$ by $-y$ times that amount, so

$$\frac{\partial\ln\tau_s}{\partial\ln v}=-\frac{ye^{-y}}{1-e^{-y}}=-\frac{y}{e^y-1},\qquad
\frac{\partial\ln\tau_s}{\partial\ln\tau}=1-\frac{y}{e^y-1}.$$

The magnitudes add to one and can be read as shares of control.

For the example take $v=1000$ m/s and $\tau=5$ ps. The flight length $v\tau$ is 5 nm, $y=20/5=4$, and

$$\tau_s=5\,(1-e^{-4})=4.91\ \text{ps},$$

against a flight time of 20 ps. Following four million randomly emitted phonons and recording their time in a small central core gives 4.95 ps, within 1% of the formula. The group speed has 7.5% of the control and the decay time 92.5%. The phonons are already so slow that slowing them further could lengthen the storage time at the centre by no more than 2%.

Low speed still matters as a condition. With $Q$, $a$ and $\tau$ held fixed, a sound-like speed of 6000 m/s would reduce the storage time to 2.43 ps. A sixfold change in speed halves the storage, whereas a fivefold cut in $\tau$, to 1 ps at the original speed, brings it to 1.00 ps.

## How much leaves as optical phonons

The centre is the most sheltered point. For the whole sphere, choose a direction and divide the sphere into thin parallel tubes. A tube at distance $b$ from the axis has length $L=2\sqrt{a^2-b^2}$. Since $L\,dL=-4b\,db$, the cross-section of tubes with lengths between $L$ and $L+dL$ is $2\pi b|db|=(\pi/2)L\,dL$. A phonon emitted at distance $s$ from the exit end survives with probability $e^{-s/\ell}$, where $\ell=v\tau$, and integration along the tube gives $\ell(1-e^{-L/\ell})$. Dividing by the sphere's volume gives the escape fraction

$$P_{\rm esc}=\frac{3}{4\pi a^3}\int_0^{2a}\ell\left(1-e^{-L/\ell}\right)\frac{\pi}{2}L\,dL.$$

The two integrals needed are $\int_0^{2a}L\,dL=2a^2$ and $\int_0^{2a}Le^{-L/\ell}dL=\ell^2[1-(1+2y)e^{-2y}]$. Hence

$$P_{\rm esc}=\frac{3}{8y^3}\left[2y^2-1+(1+2y)e^{-2y}\right].$$

At $y=4$ this is 0.18. In steady state, the input $Q$ equals the decay inside, $\bar u/\tau$, plus the escape $P_{\rm esc}Q$, both per unit volume. The mean energy density is therefore $\bar u=Q\tau(1-P_{\rm esc})$, and the mean storage time is $5(1-0.182)=4.09$ ps. Most of the energy leaves the optical branch by decaying inside the sphere.

## What fast pumping does

Let $P$ be the total power and $E$ the excess optical energy in all space. Then $dE/dt=P-E/\tau$, so in steady state $E=P\tau$, here 936 eV. The time $\tau_e$ in which electrons lose their energy does not appear. Faster pumping at fixed power does not increase the total energy stored.

It does confine that energy. Electrons drifting at speed $v_d$ along a channel of fixed cross-section carry an energy flux that falls as $e^{-x/(v_d\tau_e)}$. They deposit power $P e^{-x/(v_d\tau_e)}/(v_d\tau_e)$ per unit length. If the phonons did not move, the highest stored energy per length would be $P\tau/(v_d\tau_e)$, inversely proportional to $\tau_e$. For $v_d=10^7$ cm/s and $\tau_e=0.2$ ps the deposition length is 20 nm, which is why the sphere was given that radius. Doubling $\tau_e$ at fixed power and drift speed lowers the peak to 0.56 of its value when optical flights are included. It would be 0.50 without them; the flights smear the shorter source relatively more.

Fast pumping also matters in time. Give the electrons unit energy at time zero. They retain $w=e^{-t/\tau_e}$, and the optical energy obeys

$$\frac{dU}{dt}=\frac{e^{-t/\tau_e}}{\tau_e}-\frac{U}{\tau}.$$

Multiplying by $e^{t/\tau}$ and integrating from $U(0)=0$ gives

$$U=\frac{\tau}{\tau-\tau_e}\left(e^{-t/\tau}-e^{-t/\tau_e}\right).$$

At the maximum $dU/dt=0$, so $U=(\tau/\tau_e)e^{-t/\tau_e}$. With $s=\tau_e/\tau$, setting the derivative of the solution to zero gives $t_*/\tau_e=\ln(1/s)/(1-s)$, and therefore

$$U_{\max}=s^{-1}s^{1/(1-s)}=s^{s/(1-s)}.$$

For $s=0.04$ the peak is 0.87, reached after 0.67 ps. The result applies to the energy density at the centre of a uniformly heated sphere if $t_*<a/v$, because the centre has not yet felt the edge. Here $a/v$ is 20 ps. If instead $\tau_e$ approached $\tau$, the peak would fall to $1/e$.

## From energy to temperature

How hot the modes look depends on how many share the energy. If $g$ is the number of pumped modes per volume, each with the same excess, then

$$N=N_0+\frac{u}{g\hbar\omega},\qquad T_{\rm mode}=\frac{\hbar\omega}{k_B\ln(1+1/N)}.$$

The second relation inverts the Bose function. It labels an occupation and does not imply that the whole lattice has this temperature.

The heated volume gives $Q=0.895$ W/µm³, and multiplication by $\tau_s$ gives $u=0.0274$ eV/nm³. Take 25 primitive cells per nm³, three optical modes per cell and a pumped share of 5%: $g=0.05\times3\times25=3.75$ per nm³. With $\hbar\omega=60$ meV the excess occupation is

$$\frac{0.0274}{3.75\times0.060}=0.122.$$

The equilibrium value at 300 K is 0.109, so the occupation more than doubles. The corresponding temperature is 416 K, a rise of 116 K. At the same $Q$ and $a$, the rise is 60 K for the sound-like speed and 26 K for the 1 ps lifetime. If all optical modes shared the energy, it would be 6.5 K. The large temperature thus rests on selective pumping as much as on slow release.

The size of reabsorption can be estimated. Let $n$ electrons per volume each emit at rate $W(N+1)$ and absorb at rate $WN$, taking equal densities of final states. The net rate per electron is $W$, so $Q=nW\hbar\omega$. Each phonon is absorbed at rate $nWN/(gN)=nW/g$, or $nW\tau/g=Q\tau/(g\hbar\omega)\approx0.12$ times per decay time. This is the limit of very hot electrons and a lower bound. For nondegenerate electrons at temperature $T_e$, emission is weaker than absorption by $e^{-\hbar\omega/k_BT_e}$, so the count is divided by $e^{-\hbar\omega/k_BT_e}(N+1)-N$ and becomes 0.32 at 1000 K. Cold electrons in a heavily doped drain add to it: at $10^{20}$ cm⁻³, with an intervalley coupling of $11\times10^8$ eV/cm, they absorb roughly 0.7 times per decay time, mostly without re-emitting, which lowers the net $Q$ below the dissipated power density. The energy exchanged is already contained in the net $Q$, although electrons that take it up can deposit it elsewhere. Re-emission also changes the direction of flight. Since a straight path is the quickest way from the centre to the edge, this can only lengthen the storage at the centre for a given uniform $Q$, and by no more than the 2% found above.

## Why the effect belongs to small hot spots

After decay, acoustic phonons must carry the heat away. In Fourier's law the surface of the sphere is at $Qa^2/(3\kappa)$ above the distant crystal, since the total power $4\pi a^3Q/3$ flows through a medium of resistance $1/(4\pi\kappa a)$. Inside, the flux is $Qr/3$, which adds $\int_0^a Qr\,dr/(3\kappa)=Qa^2/(6\kappa)$. The centre rises by $Qa^2/(2\kappa)=1.8$ K.

That law needs acoustic mean free paths much shorter than $a$. Take one speed $v_s=6000$ m/s, one mean free path $\Lambda=50$ nm and heat capacity $C_a=1.0$ J/(cm³ K), with isotropic re-emission after each flight. The end points of flights from one point have density $e^{-r/\Lambda}/(4\pi\Lambda r^2)$. Its Fourier transform is

$$\int_0^\infty\frac{e^{-r/\Lambda}}{\Lambda}\frac{\sin kr}{kr}dr=A(k\Lambda),\qquad A(q)=\frac{\arctan q}{q}.$$

This follows because the $k$-derivative of $\int_0^\infty e^{-r/\Lambda}\sin(kr)\,dr/r$ is $\Lambda/(1+k^2\Lambda^2)$. Optical flights obey the same rule, so the acoustic source is $A(k\ell)\hat Q$. If $\hat c$ is the power density reaching the ends of acoustic flights, all flights start with $A(k\ell)\hat Q+\hat c$, and

$$\hat c=A(k\Lambda)\left[A(k\ell)\hat Q+\hat c\right]\ \Rightarrow\ \hat c=\frac{A(k\Lambda)A(k\ell)}{1-A(k\Lambda)}\hat Q.$$

Flights end at rate $v_s/\Lambda$, so the acoustic energy density is $\hat c\Lambda/v_s$. For the sphere $\hat Q=4\pi Q(\sin ka-ka\cos ka)/k^3$. Inverting the transform at the centre, $(2\pi^2)^{-1}\int k^2(\ldots)dk$, and setting $x=ka$ yields

$$\Delta T_a=\frac{2Q\Lambda}{\pi C_av_s}\int_0^\infty\frac{\sin x-x\cos x}{x}\,\frac{A(x\ell/a)\,A(x\Lambda/a)}{1-A(x\Lambda/a)}\,dx.$$

For small $q$, $1-A\approx q^2/3$. The energy density then obeys a diffusion law with $\kappa=C_av_s\Lambda/3=100$ W/(m K), the value used above. The integral gives 3.9 K, about twice the Fourier value, because acoustic flights are longer than the hot spot. It is still far below the 116 K of the pumped modes. Of the 3.9 K, 2.3 K is energy on its first acoustic flight, which has not yet been shared among modes. Spread over all acoustic modes it hardly changes $N_0$, but held as 30 meV phonons in 5% of them it would raise $N_0$ from 0.109 to 0.16, so the assumption of thermal decay products depends on how many modes the decay feeds.

At fixed $Q$ the Fourier rise grows as $a^2$, while the optical excess saturates at $Q\tau$. For small rises the optical one is $Q\tau/C_p$, where $C_p=g\hbar\omega\,dN_0/dT$ is the heat capacity of the pumped modes. Equating the two gives

$$a_*=\sqrt{\frac{2\kappa\tau}{C_p}}.$$

With $C_p=0.0337$ J/(cm³ K) this is 172 nm; using the full $\tau_s$ and the kinetic integral changes it to 169 nm. In this linear regime $Q$ cancels. The $Q$ of the example is too large for it, since both rises would be near 130 K; with the full Bose function and the lifetime taken at the warmed acoustic temperature, the crossover falls to about 135 nm. The radius also depends on the pumped share: with all optical modes sharing the energy, the formula gives 39 nm and the kinetic integral 29 nm. Above $a_*$ the optical excess remains, but ordinary conduction gives the larger rise. Below $v\tau=5$ nm, flight out increasingly drains the optical modes. For radii well above $v\tau$ and well below $a_*$, the decay time sets the optical excess, and that excess is the larger rise.

## Beside a silicon transistor

The parameters lie in the rough regime of the drain of a silicon transistor: phonons near 60 meV, speeds near 1000 m/s and lifetimes of a few picoseconds. The power corresponds to about 1 mA/µm at 0.75 V across a 40 nm width, with full current and full voltage held steadily. In a logic circuit the two coincide only briefly during switching, so the average power is much lower. An uncertain input is the pumped share, which alone moves the rise between 116 K at 5% and 6.5 K at 100%. The lifetime is another: 3 ps instead of 5 ps gives 73 K, and 2 ps gives 50 K. Sending all power to optical phonons is also an upper choice, since electrons emit acoustic phonons too; $u$ falls in proportion to the optical fraction. At a working temperature of 360 K, with the same $Q$ and decay into two equal phonons, $\tau$ shortens to 4.3 ps and the mode rise falls to 94 K, partly through the shorter lifetime and partly because warmer modes have a larger heat capacity.

Real devices also break the assumption of an unbounded crystal. In a channel much thinner than 40 nm, the same power over the same length and width fills a smaller volume, which raises $Q$, and walls that reflect optical phonons hinder their escape. Oxides, interfaces and neighbouring devices obstruct acoustic heat flow, and each additional 1 K/µW of thermal resistance adds 30 K at this power. The acoustic rise of 3.9 K is therefore no estimate of a packaged transistor's temperature, and in a poorly cooled device the acoustic part can exceed the optical one. Where $a$ is several times $v\tau$, shortening the optical lifetime lowers the stored optical energy at the centre almost in proportion. At given $Q$ and $a$, this removes more kelvins from the mode temperature when fewer modes share the energy. It does not remove the acoustic rise, which needs a better path for heat out of the device. The numerical output below lists the values for this example.

## Values computed for the example and the checks

```
Input power: 30 uW; sphere radius: 20 nm
Optical phonon energy: 60 meV; base: 300 K
Optical group speed: 1000 m/s; decay time: 5.0 ps
Primitive cells: 25 per nm3; pumped share: 0.05
Electron loss time: 0.2 ps; drift: 1.0e+07 cm/s
Acoustic heat capacity: 1.0 J/(cm3 K)
Acoustic speed: 6000 m/s; mean free path: 50 nm
Thermal conductivity: 100 W/(m K)
Power density Q: 0.895 W/um3
Optical flight length: 5.0 nm; ratio y: 4.00
Flight time from centre to edge: 20.0 ps
Storage time, formula: 4.908 ps
Storage time, Monte Carlo: 4.95 ps
Control share of group speed: 0.075
Control share of decay time: 0.925
Escape fraction, formula: 0.1817
Escape fraction, Monte Carlo: 0.1820
Volume-mean storage time: 4.09 ps
Total stored optical energy P*tau: 936 eV
Centre excess energy density: 0.0274 eV/nm3
Density of pumped modes: 3.75 per nm3
Equilibrium occupation: 0.1089; excess: 0.1219
Pumped-mode temperature: 416 K; rise: 116 K
Sound-like group speed: storage 2.43 ps, rise 60 K
Decay time 1 ps: storage 1.00 ps, rise 26 K
All optical modes sharing: rise 6.5 K
Peak stored fraction after short pulse: 0.874
Time of that peak: 0.67 ps
Electron drift length during energy loss: 20 nm
Peak density ratio if electron loss time doubles: 0.56
Acoustic rise, Fourier: 1.79 K
Acoustic rise, grey kinetic integral: 3.90 K
Acoustic rise, random walk: 3.91 K
Pumped-mode heat capacity: 0.0337 J/(cm3 K)
Crossover radius, kinetic: 169 nm
Crossover radius, simple formula: 172 nm
Decay time at 360 K base: 4.29 ps
Mode rise at 360 K base: 94 K
Electron reabsorptions per decay, rough: 0.12
```
